The Ginstling-Brounshtein Law and the Failure of Jander's Planar Approximation

Q: A solid grain reacts with a species that must diffuse through the product already formed. On a flat surface the product thickness grows as the square root of time. Why not use that law for a sphere and convert thickness into reacted volume?

A: That is Jander's approximation, and it is good while the product layer is thin. To see what happens later, we need the diffusion problem for the sphere itself.

Let the sphere have radius R and let its unreacted core have radius s(t), with s = R at t = 0. The product fills the shell s < r < R. The conversion α is the fraction of the original volume that has reacted:

α = 1 − (s/R)³.

I also use the relative core radius ρ = s/R and the relative shell thickness x = 1 − ρ, so that

x = 1 − (1−α)^(1/3).

The assumptions are these. The product occupies the same volume as the solid it replaces, so R stays fixed and the product does not move. The shell is dense and concentric, and the diffusivity D is constant. The reaction at the core is fast enough to hold the concentration there at its equilibrium value.

Q: That equilibrium value need not be zero. Do you set it to zero?

A: I measure concentration from it. Let c be the excess of the diffusing species over its value at the core interface. Then

c(s) = 0,  c(R) = c_s,

with c_s constant. Let N be the amount of the species needed to turn unit volume of core into product of the interface composition. Everything stored in the product at c = 0 is thereby counted in N. Any further storage is described by c.

Q: The shell is growing all the time, yet I expect you to use a steady concentration profile.

A: For the moment, yes. If c_s is much smaller than N, the interface moves slowly compared with the diffusive adjustment of the profile over most of the process. I will use the steady profile first and then bound the error it causes.

In a steady spherical shell the total flow through every radius is the same, so

d/dr (r² dc/dr) = 0.

One integration gives r² dc/dr = A, and a second gives c = B − A/r. The condition c(s) = 0 requires B = A/s. The condition at the surface then gives

c_s = A(1/s − 1/R) = A(R − s)/(sR),

A = c_s sR/(R − s).

Fick's law gives an outward flux −D dc/dr. The inward flow, in moles per second, is therefore

I = 4πr² D dc/dr = 4πDA = 4πD c_s sR/(R − s).

It is positive because the concentration rises outward.

Q: How does this flow set the speed of the core boundary?

A: In a time dt the core loses the volume −4πs² ds, which is positive because ds is negative. Converting it consumes N times that volume. Hence

I dt = −4πs² N ds.

Insert I and divide by 4πs²N dt:

ds/dt = −K R/[s(R − s)],  K = D c_s/N.

K has the dimension of a diffusivity, since c_s/N is a pure number. Now separate the variables:

(s − s²/R) ds = −K dt.

Integrate from the initial radius R to the current radius s:

s²/2 − s³/(3R) − (R²/2 − R²/3) = −Kt.

The bracket is R²/6. Multiplying by −2/R² gives

1/3 − ρ² + (2/3)ρ³ = 2Kt/R².

Finally use ρ³ = 1 − α and ρ² = (1−α)^(2/3). The constants combine as 1/3 + 2/3 = 1, leaving

1 − (2/3)α − (1−α)^(2/3) = 2Kt/R².

This is the Ginstling-Brounshtein law. At α = 1 its left side is 1/3, so complete conversion takes

t_f = R²/(6K).

Q: I don't recognize a parabolic law in that expression. Should it not reduce to one for a thin shell?

A: It does, and the thickness variable shows it. Call the left side g and put ρ = 1 − x:

g = 1/3 − (1 − 2x + x²) + (2/3)(1 − 3x + 3x² − x³).

The constants cancel, since 1/3 − 1 + 2/3 = 0. The linear terms cancel, since 2x − 2x = 0. The quadratic terms give −x² + 2x² = x², and the cubic term remains:

g = x²(1 − 2x/3) = 2Kt/R².

For x ≪ 1 this becomes x² = 2Kt/R², which is parabolic growth.

Q: Then Jander keeps the first factor and drops the second. Is this merely a truncated expansion?

A: Algebraically it looks like one, but there is a definite physical replacement behind it. For a flat layer of thickness y = R − s, the flux is D c_s/y, and the interface balance is

N dy/dt = D c_s/y.

Thus y dy = K dt and y² = 2Kt. Dividing by R² and expressing x through the conversion gives Jander's law:

[1 − (1−α)^(1/3)]² = 2Kt/R².

The relation between thickness and reacted volume is that of a sphere. The growth rate is that of a plane. The spherical interface speed is

K R/[s(R − s)],

whereas the planar speed is K/(R − s). Jander therefore misses a factor R/s.

Q: I find that sign surprising. The core surface shrinks. Should less area not mean a slower reaction?

A: The total flow is indeed affected by the shrinking area, but the interface speed depends on flow per unit core area. The inward flow converges, so its flux is larger at the core than farther out.

The formula for I can be read as a planar flux D c_s/(R − s) passing through an effective area 4πsR. This lies between the core area 4πs² and the outer area 4πR². Jander's growth law corresponds to using the core area, which makes the flow too small by s/R. Using the outer area would make it too large by R/s.

Q: Give me a case in which I can see the difference.

A: Take the round model values R = 5 µm, D = 10⁻¹⁴ m²/s, c_s = 500 mol/m³ and N = 5×10⁴ mol/m³. They do not represent a particular material. Then

c_s/N = 500/(5×10⁴) = 0.01,

K = 10⁻¹⁴ × 0.01 = 10⁻¹⁶ m²/s,

2K/R² = 2×10⁻¹⁶/(25×10⁻¹²) = 8×10⁻⁶ s⁻¹.

At 90 % conversion, ρ = 0.1^(1/3) = 0.464 and x = 0.536. The spherical flow is 2.72×10⁻¹⁶ mol/s. The planar flux times the core area gives 1.26×10⁻¹⁶ mol/s. Their ratio is R/s = 2.15. A separate numerical solution of the steady diffusion equation gives the same spherical flow to the digits printed in the numerical output.

The accumulated time differs by a smaller factor, because the early growth was nearly planar. The two laws give

t = 0.18456/(8×10⁻⁶ s⁻¹) = 2.31×10⁴ s = 6.41 h,

t_Jander = 0.28713/(8×10⁻⁶ s⁻¹) = 3.59×10⁴ s = 9.97 h.

Jander's time is 56 % too long relative to the Ginstling-Brounshtein time.

Q: How early does the error start to matter? You have chosen a rather high conversion.

A: At equal conversion and equal K, division of the two laws gives

t_Jander/t = x²/[x²(1 − 2x/3)] = 1/(1 − 2x/3).

The ratio increases steadily with x, from 1 at the start to 3 at completion. For small conversion, (1−α)^(1/3) = 1 − α/3 + …, so x = α/3 to leading order and

t_Jander/t = 1 + 2x/3 + … = 1 + 2α/9 + ….

At α = 0.1 the excess is about 2 %. To find where it reaches 10 %, set

1 − 2x/3 = 1/1.1,

x = (3/2)(1 − 1/1.1) = 0.1364.

The corresponding conversion is 1 − (1 − 0.1364)³ = 0.356. A shell occupying about one seventh of the radius already contains more than a third of the original volume. That is why an apparently thin layer can belong to a substantial conversion.

At α = 0.5 the error in time is 16 %, and at α = 0.99 it is 110 %. At completion the example takes 11.6 h by the spherical law and 34.7 h by Jander's.

Q: A factor of three sounds decisive. But if I compare conversions at the same time, the curves look fairly close. Are you not exaggerating the failure?

A: Both observations are correct; they measure different errors. At the spherical completion time, 2Kt_f/R² = 1/3. Jander then gives x = 1/√3 and

α_Jander = 1 − (1 − 1/√3)³ = 0.925.

The deficit is 0.075 in conversion. The largest deficit over the whole process is 0.090. It occurs at 8.41 h, when the spherical conversion is 0.959.

The reason is visible in the conversion rates. Differentiating α = 1 − s³/R³ gives

dα/dt = −(3s²/R³) ds/dt.

With the two interface speeds this becomes

spherical: dα/dt = 3Kρ/[R²(1−ρ)],

Jander: dα/dt = 3Kρ²/[R²(1−ρ)].

Both rates vanish as the core disappears, because the core area shrinks as ρ² while the interface speed grows only as 1/ρ in the spherical law and stays finite in Jander's. On such a flat part of the curve, a moderate error in conversion corresponds to a large error in time. Jander's rate also vanishes by one more power of ρ, which draws out its tail.

Q: Can you give the shape of the two tails explicitly?

A: Subtract the spherical law in the form 1/3 − ρ² + (2/3)ρ³ = 2Kt/R² from its value at completion, 1/3 = 2Kt_f/R². This gives

ρ² − (2/3)ρ³ = (1/3)(1 − t/t_f).

For ρ ≪ 1 the cubic term is negligible, so ρ² ≈ (1 − t/t_f)/3. The unreacted fraction is ρ³:

1 − α ≈ [(1 − t/t_f)/3]^(3/2).

Jander's completion time is t_J = R²/(2K), and its law can be written (1−ρ)² = t/t_J. Hence

1 − t/t_J = 1 − (1−ρ)² = 2ρ − ρ².

For small ρ we have ρ ≈ (1 − t/t_J)/2, and

1 − α ≈ [(1 − t/t_J)/2]³.

The remaining fraction thus vanishes with power 3/2 in one law and power 3 in the other. Rescaling K cannot make these shapes agree.

Q: In practice I would fit K. Could a fitted K absorb most of the discrepancy?

A: At a single chosen conversion it can absorb all of it, at the cost of a wrong K. Fitted by least squares to the whole conversion curve up to t_f, it comes out about 1.4 times too large and lowers the largest error in conversion from 0.090 to about 0.04. Suppose the data obey the spherical law, and one calculates an apparent constant from Jander's expression:

K_app = R²x²/(2t).

Replace 2t by R²x²(1 − 2x/3)/K. Then

K_app = K/(1 − 2x/3).

At 50 % conversion K_app is 1.16K, at 90 % it is 1.56K, and at 99 % it is 2.10K. A constant that drifts with conversion is not a material constant.

The local slope of a plot of x² against time is still more sensitive. Along the spherical solution, g = x² − 2x³/3 increases uniformly in time. Therefore

d(x²)/dg = 2x/(2x − 2x²) = 1/(1 − x) = R/s.

At 90 % conversion the slope is 2.15 times the true value 2K/R², and it diverges at completion. So the Jander plot of such data bends upward, although the diffusivity has not changed. Reading the bend as an accelerating diffusion process would be wrong within this model. The spherical expression g plotted against time is straight, with slope 2K/R².

Q: Now I return to the steady profile. Your spherical interface speed tends to infinity as s tends to zero. How can the profile keep up? The argument seems weakest just where you reject Jander.

A: The local steady approximation does become questionable there. But the time law can be controlled without assuming a steady profile. Start from the full diffusion equation,

∂c/∂t = (D/r²) ∂/∂r(r² ∂c/∂r).

Define u(r) = 1/r − 1/R. Multiply the equation by r²u and integrate over the shell:

∫ₛᴿ r²u (∂c/∂t) dr = D ∫ₛᴿ u ∂/∂r(r² ∂c/∂r) dr.

Let M = ∫ₛᴿ r²u c dr. When M is differentiated, its moving lower limit adds a term proportional to c(s), which is zero. The left side is therefore dM/dt.

Integrate the right side by parts. The boundary contribution at R vanishes because u(R) = 0. Since du/dr = −1/r², the remaining integral is ∫ₛᴿ (∂c/∂r) dr = c_s. Thus

dM/dt = −D u(s)s² (∂c/∂r at s) + D c_s.

The interface balance is D(∂c/∂r at s) = −N ds/dt. Also u(s)s² = s − s²/R. Substitution gives

dM/dt = N(s − s²/R) ds/dt + D c_s.

Integrate from the start, when there is no shell and M = 0. The integral of s − s²/R from R to s was found above; it equals −R²g/2. Hence

M = −N R²g/2 + D c_s t,

and multiplication by 2/(N R²) gives

2Kt/R² = g + 2M/(N R²).

No steady profile was used in this identity. Its last term is the weighted amount of excess species stored in the shell.

Q: An identity containing an unknown profile does not yet tell me that the correction is small.

A: The profile need not be known in detail. The diffusion equation has no sources, and the boundary concentrations are 0 and c_s. The maximum principle then gives 0 ≤ c ≤ c_s. The weight r²u = r − r²/R is also nonnegative inside the sphere. Therefore

0 ≤ M ≤ c_s ∫ₛᴿ (r − r²/R) dr = c_s R²g/2.

With ε = c_s/N, the identity yields

g ≤ 2Kt/R² ≤ (1 + ε)g.

At a given conversion, the time can exceed the Ginstling-Brounshtein time by at most the fraction ε, even when the core is about to vanish. The large interface speed at the end does little harm because that stage is short. In the example ε = 0.01, so the completion time lies between 11.57 h and 1.01 × 11.57 h = 11.69 h. Jander's 34.7 h is far outside this interval.

Q: Is the bound only an upper limit, or can you estimate the actual correction?

A: For small ε, insert the steady profile into M. From c = A(1/s − 1/r) and the value of A,

c = c_s R(r − s)/[r(R − s)].

The weight can be written r(R − r)/R, so the factors r and R cancel:

M = [c_s/(R − s)] ∫ₛᴿ (r − s)(R − r) dr.

With q = r − s and y = R − s, the integral is ∫₀ʸ q(y − q) dq = y³/2 − y³/3 = y³/6. Thus M = c_s y²/6, and the correction to 2Kt/R² is εx²/3. Relative to g it is

(εx²/3)/[x²(1 − 2x/3)] = ε/(3 − 2x).

It grows from ε/3 for a thin shell towards ε at completion, to leading order in ε.

The full moving-boundary equation was also solved numerically. For ε = 0.01 and 90 % conversion, the time exceeds the quasi-steady time by 0.52 %, in agreement with this estimate. For ε = 0.2 and 99.9 % conversion, the excess is 14.6 %, the leading estimate is 16.7 %, and the bound is 20 %. The bounds were tested at three conversions for each of these two values of ε. Even in the case just quoted, Jander's time is 2.18 times the full solution.

Q: You have defended the diffusion problem, but you assumed an infinitely fast interface reaction. Does a small core not make its limited area important?

A: It does. Let the interface reaction consume k c_i per unit area and time, where k is a rate constant and c_i is now the nonzero excess concentration at the core. In the quasi-steady limit, with ε small, the same flow crosses the shell and the interface:

I = 4πD(c_s − c_i)sR/(R − s) = 4πs²k c_i.

Solve each equality for its concentration difference and add them:

c_s = I[(R − s)/(4πD sR) + 1/(4πs²k)].

Now put I = −4πs²N ds/dt and multiply by dt:

c_s dt = −N[s(R − s)/(DR) + 1/k] ds.

Integration from R to s gives

t = R²g/(2K) + N R x/(k c_s).

The first term is the diffusion time and the second is the time for an interface-controlled reaction. At completion, where g = 1/3 and x = 1, their ratio is

[N R/(k c_s)]/[R²/(6K)] = 6D/(kR).

The Ginstling-Brounshtein completion time is therefore reliable in this respect if 6D/(kR) ≪ 1. For a thin shell, g ≈ x², and the same ratio is 2D/(kRx). Diffusion control consequently also requires x ≫ 2D/(kR); the first thin layer is governed by the interface. In the bracket above, the diffusion part vanishes as s → 0 while 1/k remains, so the very last part of the core is interface-controlled too. There the core shrinks at constant speed, and the remaining fraction vanishes with power 3, as in Jander's law. The power 3/2 found above describes a small core only while s ≫ D/k.

Q: Then is the spherical law the right one for any real powder, provided k is large?

A: No. It describes equal spheres. Since t_f is proportional to R², a grain of twice the radius needs four times as long, and in a mixture of sizes the largest grains supply the last unreacted material. The total conversion is then a volume-weighted average over R, which in general does not follow the law for one radius.

A change of volume also alters the geometry. If unit volume of core forms Z volumes of product, a dense shell has an outer radius R_o given by

R_o³ = s³ + Z(R³ − s³).

This stays equal to R³ during the reaction if Z = 1. Otherwise the outer radius itself changes with conversion, which alters both the diffusion distance and the outer area, and the integration above must be repeated with R_o in place of the fixed outer radius. Cracks that open new paths to the core also violate the model, because the flow no longer has to cross the whole shell.

These conditions limit the Ginstling-Brounshtein law, and they do not repair Jander's derivation. They can, however, make Jander's expression with a fitted K the better fit by compensation. For a volume-weighted lognormal spread with a standard deviation of 0.3 in ln R, fitted up to α = 0.99, the largest error in conversion is 0.015 for Jander's law and 0.036 for the single-radius spherical law; for equal spheres with Z = 0.4 it is 0.013 against 0.036 for the Z = 1 law. A good fit alone therefore does not identify the law. For dense, equal spheres under diffusion control with Z = 1 and small ε, the planar growth law omits the convergence of the flow, and the omission grows as R/s.

Calculated quantities

```
Sphere radius R = 5.0 micrometre
Diffusivity D = 1.0e-14 m^2/s
Surface concentration c_s = 500 mol/m^3
Diffusant demand N = 5.0e+04 mol/m^3
eps = c_s/N = 0.010 (dimensionless)
K = D c_s/N = 1.00e-16 m^2/s
2K/R^2 = 8.000e-06 1/s
Times in hours; x and ratio dimensionless
alpha    x       g_GB     g_Jander  t_GB     t_Jander  ratio
0.010  0.0033  0.000011 0.000011    0.0004   0.0004  1.0022
0.100  0.0345  0.001164 0.001191    0.0404   0.0414  1.0235
0.200  0.0717  0.004893 0.005138    0.1699   0.1784  1.0502
0.500  0.2063  0.036706 0.042559    1.2745   1.4778  1.1595
0.800  0.4152  0.124671 0.172388    4.3289   5.9857  1.3827
0.900  0.5358  0.184557 0.287126    6.4082   9.9696  1.5558
0.990  0.7846  0.293584 0.615529   10.1939  21.3725  2.0966
0.999  0.9000  0.324000 0.810000   11.2500  28.1250  2.5000
1.000  1.0000  0.333333 1.000000   11.5741  34.7222  3.0000
Completion, GB: 4.1667e+04 s = 11.57 h
Completion, Jander: 1.2500e+05 s = 34.72 h
At alpha = 0.9: s/R = 0.4642, R/s = 2.1544
  flow, numerical steady solution = 2.7213e-16 mol/s
  flow, spherical formula = 2.7213e-16 mol/s
  flow, planar flux times core area = 1.2631e-16 mol/s
  local Jander-plot slope / true slope = 2.1544
Jander time 10 % too long at x = 0.1364, alpha = 0.3558
Jander conversion at GB completion time = 0.9245
Largest Jander conversion shortfall = 0.0903 at GB alpha = 0.9593
  reached at t = 8.41 h
Full moving-boundary solution (times relative, dimensionless)
eps    alpha   t_full/t_GB  leading-order  t_Jander/t_full
0.01   0.875   1.00499      1.00500        1.4926
0.01   0.900   1.00517      1.00519        1.5478
0.01   0.999   1.00823      1.00833        2.4796
0.20   0.875   1.09546      1.10000        1.3693
0.20   0.900   1.09872      1.10372        1.4160
0.20   0.999   1.14645      1.16667        2.1806
```
